# Exchange-correlation energy from imaginary-frequency response, and the RPA trace formula, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Hartree atomic units are used, the temperature is zero, and the Hamiltonian is real (no magnetic field), so eigenstates and orbitals are chosen real. For $N$ electrons at positions $r_p$,

$$\hat n(r)=\sum_p\delta(r-r_p),\qquad \hat W=\sum_{p<q}v(r_p,r_q),\qquad \hat H_\lambda=\hat T+\lambda\hat W+\int v_\lambda(r)\,\hat n(r)\,dr .$$

The kernel $v(r,r')$ is symmetric and positive definite, as the Coulomb kernel is (its Fourier transform $4\pi/q^2$ is positive). The potential $v_\lambda$ is fixed, up to a constant, by requiring that the ground state $\Psi_\lambda$ have the same density $n(r)$ for every $\lambda\in[0,1]$. It is assumed that such a $v_\lambda$ exists, is differentiable in $\lambda$, and gives a nondegenerate ground state. At $\lambda=1$ it is the physical $v_{\rm ext}$; at $\lambda=0$ it is the Kohn–Sham (KS) potential $v_s$, with real orbitals $\varphi_p$ and energies $\varepsilon_p$. Indices $i,j$ label occupied spatial orbitals, $a,b$ empty ones, $p$ any. Further,

$$F_\lambda=\langle\Psi_\lambda|\hat T+\lambda\hat W|\Psi_\lambda\rangle,\quad T_s=F_0,\quad U_H=\tfrac12\iint n\,v\,n,\quad E_{xc}=F_1-T_s-U_H,$$

$$(pq|p'q')=\iint\varphi_p(r)\varphi_q(r)\,v(r,r')\,\varphi_{p'}(r')\varphi_{q'}(r'),\qquad {\rm Tr}[AB]=\iint A(r,r')B(r',r).$$

$E_x$ is the exchange energy of the KS determinant and $E_c=E_{xc}-E_x$. The fluctuation operator is $\delta\hat n=\hat n-n$.

Until Section 6, $v(r,r)$ is taken finite. Each stage is checked on a model where this holds and everything can be diagonalized: an open chain of six sites numbered 0 to 5, nearest-neighbour hopping $-t$, two up and two down electrons, $v_{rr'}=4t/\sqrt{1+(r-r')^2}$, and $v_{\rm ext}=(-1,0,-0.5,0,0.5,-1)\,t$. Integrals become sums and $\delta(r-r')$ a Kronecker delta. The numbers come from the numerical check, except the spin assignment in Section 5 and the decompositions and finer-grid or other-basis values in Section 10 that it does not print, which follow from the same formulas.

## 2. The simplest case: one electron

One electron has $\hat W=0$, so $F_1=T_s$ and $E_{xc}=-U_H$. This can be rewritten through density fluctuations. For one particle $\hat n(r)\hat n(r')=\delta(r-r_1)\delta(r'-r_1)=\delta(r-r')\hat n(r)$, so

$$\langle\delta\hat n(r)\delta\hat n(r')\rangle=\delta(r-r')n(r)-n(r)n(r'),$$

$$\tfrac12\iint v\,\big[\langle\delta\hat n\,\delta\hat n'\rangle-\delta(r-r')n(r)\big]=-U_H=E_{xc}.$$

The correlator contains a term in which the electron is correlated with itself at $r=r'$; removing it leaves the exchange-correlation energy. For many electrons the same expression must be averaged over $\lambda$, and the correlator can be obtained from a response function.

## 3. Many electrons: the coupling-constant integral

The ground-state energy is $E_\lambda=F_\lambda+\int v_\lambda n$. The Hellmann–Feynman theorem, valid for a normalized nondegenerate eigenstate, gives $dE_\lambda/d\lambda=\langle\hat W\rangle_\lambda+\int(\partial_\lambda v_\lambda)\,n$. Because $n$ does not depend on $\lambda$, $\frac{d}{d\lambda}\int v_\lambda n=\int(\partial_\lambda v_\lambda)\,n$, and subtraction leaves

$$\frac{dF_\lambda}{d\lambda}=\langle\hat W\rangle_\lambda .$$

Integrating from 0 to 1 and subtracting $U_H$,

$$E_{xc}=\int_0^1W_\lambda\,d\lambda,\qquad W_\lambda=\langle\hat W\rangle_\lambda-U_H .\tag{1}$$

The kinetic difference $\langle\hat T\rangle_1-T_s$ is contained in (1) through the average over $\lambda$. On the chain, $v_\lambda$ is found by Newton inversion of the density, and a finite difference at $\lambda=0.5$ gives $dF/d\lambda=10.431988\,t$, equal to $\langle\hat W\rangle=10.431988\,t$ (tested to $10^{-5}\,t$).

Splitting the double sum over particles into $p\ne q$ and $p=q$,

$$\hat n(r)\hat n(r')=\sum_{p\neq q}\delta(r-r_p)\delta(r'-r_q)+\delta(r-r')\hat n(r),$$

so $\hat W=\tfrac12\iint v\,[\hat n\hat n'-\delta(r-r')\hat n]$, the factor $\tfrac12$ because $p\neq q$ counts each pair twice. With $\langle\hat n\hat n'\rangle=\langle\delta\hat n\,\delta\hat n'\rangle+nn'$, the last product yields $U_H$, and

$$W_\lambda=\tfrac12\iint v(r,r')\big[\langle\delta\hat n(r)\delta\hat n(r')\rangle_\lambda-\delta(r-r')n(r)\big].\tag{2}$$

For $N=1$ the state does not depend on $\lambda$, and (1) with (2) returns Section 2.

## 4. The response at imaginary frequency

Let $\hat H_\lambda$ have eigenstates $|m\rangle$, excitation energies $\Omega_m=E_m-E_0>0$ and real matrix elements $n_{0m}(r)=\langle0|\hat n(r)|m\rangle$. Add the perturbation $\eta\,e^{\omega\tau}\hat u$, with $\hat u=\int u\,\hat n$, real $\omega>0$ and time $\tau$ running from $-\infty$ to 0. Write $|\Psi(\tau)\rangle=e^{-iE_0\tau}\big[(1+c_0)|0\rangle+\sum_{m>0}c_m|m\rangle\big]$. To first order in $\eta$ the Schrödinger equation reads

$$i\dot c_m=\Omega_mc_m+\eta\,e^{\omega\tau}u_{m0}.$$

The condition $c_m(-\infty)=0$ excludes the homogeneous solution. Inserting $c_m\propto e^{\omega\tau}$ gives $(i\omega-\Omega_m)c_m=\eta e^{\omega\tau}u_{m0}$, that is $c_m=-\eta e^{\omega\tau}u_{m0}/(\Omega_m-i\omega)$. For $m=0$, with $\Omega_0=0$, the coefficient is purely imaginary and drops out of the first-order density $2\,{\rm Re}\sum_mc_mn_{0m}$. Using ${\rm Re}\,(\Omega-i\omega)^{-1}=\Omega/(\Omega^2+\omega^2)$,

$$\delta n(r,\tau)=\eta e^{\omega\tau}\!\int\!\chi_\lambda(r,r';i\omega)u(r')\,dr',\qquad \chi_\lambda(r,r';i\omega)=-2\sum_{m>0}\frac{\Omega_m\,n_{0m}(r)\,n_{0m}(r')}{\Omega_m^2+\omega^2}.\tag{3}$$

This is the retarded function $\sum_mn_{0m}n_{0m}'\,[(z-\Omega_m)^{-1}-(z+\Omega_m)^{-1}]$ at $z=i\omega$, since the bracket equals $2\Omega_m/(z^2-\Omega_m^2)$. It is real, symmetric, free of poles for real $\omega$, and negative semidefinite, because $\iint u\chi u=-2\sum\Omega_mu_{0m}^2/(\Omega_m^2+\omega^2)\le0$. A constant $u$ gives zero, since $\hat N$ has no off-diagonal elements.

The test integrates the many-body Schrödinger equation of the chain in real time, at $\lambda=1$, with the perturbation on site 1 and $\omega=1\,t$. The propagated response of site 1 is $-0.206490/t$, and (3) gives $-0.206490/t$; the whole column agrees to $10^{-5}/t$.

## 5. Fluctuation–dissipation and the formula for $E_{xc}$

Since $\int_0^\infty\Omega\,d\omega/(\Omega^2+\omega^2)=[\arctan(\omega/\Omega)]_0^\infty=\pi/2$ for every $\Omega>0$, the frequency integral of (3) removes all dependence on the excitation energies:

$$-\frac1\pi\int_0^\infty\chi_\lambda(r,r';i\omega)\,d\omega=\sum_{m>0}n_{0m}(r)n_{m0}(r').$$

Completeness, $\sum_{m>0}|m\rangle\langle m|=1-|0\rangle\langle0|$, turns the right side into $\langle\hat n\hat n'\rangle-nn'=\langle\delta\hat n\,\delta\hat n'\rangle_\lambda$. Nondegeneracy enters here: a second state with $\Omega_m=0$ and $n_{0m}\neq0$ would contribute to the correlator and not to the integral. Inserting into (2) and (1),

$$E_{xc}=\int_0^1d\lambda\left\{-\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}[\chi_\lambda(i\omega)\,v]-\tfrac12\int v(r,r)\,n(r)\,dr\right\},\tag{A}$$

where $\tfrac12\cdot\tfrac1\pi$ has given $1/2\pi$. This is the adiabatic-connection fluctuation-dissipation formula, exact under the assumptions of Section 1.

For one electron in the chain potential, (A) by frequency quadrature gives $-1.264297\,t$, against $U_H=1.264297\,t$. For four electrons the smallest many-body gap on the 16 Gauss–Legendre nodes in $\lambda$ is $0.4757\,t$ (in the sector with two up and two down electrons; this lowest excited state is a triplet with $n_{0m}=0$, and the lowest state that $\hat n$ couples to the ground state lies higher, rising from $0.58\,t$ at $\lambda=0$ to $0.87\,t$ at $\lambda=1$), and the correlator identity is tested element by element at each node to $10^{-9}$. The definition gives

$$E_{xc}=F_1-T_s-U_H=5.389975+5.068787-16.921585=-6.46282\,t,$$

and to more digits both the definition and (A) give $-6.46282234\,t$ (tested to $10^{-7}\,t$). The integrand is $W_0=-6.110770$, $W_{0.5}=-6.489596$, $W_1=-6.697281\,t$. Simpson's rule on these three values gives $(-6.110770-25.958384-6.697281)/6=-6.46107\,t$, within $0.002\,t$ of the full integral. The self term is $\tfrac12\cdot4t\cdot4=8\,t$.

## 6. The limit $\lambda=0$: exchange, and the correlation energy

Take a closed shell. At $\lambda=0$ the ground state is a determinant, and the one-body operator $\hat n$ connects it only to single excitations $i\to a$ of either spin, with matrix element $\Phi_{ia}(r)=\varphi_i(r)\varphi_a(r)$ and energy $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. The two spins double (3):

$$\chi_s(r,r';i\omega)=-\sum_{ia}\Phi_{ia}(r)S_{ia}\Phi_{ia}(r'),\qquad S_{ia}=\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2},\tag{4}$$

or $\chi_s=-\Phi S\Phi^T$ with $S$ diagonal. With $\int_0^\infty S\,d\omega/2\pi=4\cdot\frac\pi2/2\pi=1$,

$$-\int_0^\infty\frac{d\omega}{2\pi}{\rm Tr}[\chi_sv]=\sum_{ia}(ia|ia).\tag{5}$$

For the self term use $n=2\sum_i\varphi_i^2$ and $\delta(r-r')=\sum_p\varphi_p(r)\varphi_p(r')$:

$$\tfrac12\iint v\,n\,\delta(r-r')=\sum_i\iint\varphi_i(r)\varphi_i(r')\,\delta(r-r')\,v=\sum_{ip}(ip|ip).$$

The empty orbitals cancel between the two sums, leaving $W_0=-\sum_{ij}(ij|ij)$. This is the exchange energy $-\tfrac12\sum_\sigma\sum_{ij}(ij|ij)$ of the determinant, so $W_0=E_x$. On the chain (4) is tested against the many-body form (3), and $W_0$ from the response against the orbital formula, $E_x=-6.110770\,t$.

The self term does not depend on $\lambda$ because $n$ does not. It cancels in $E_c=\int_0^1(W_\lambda-W_0)\,d\lambda$:

$$E_c=-\int_0^1d\lambda\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\big[(\chi_\lambda-\chi_s)\,v\big].\tag{B}$$

For the chain, $E_c=-6.462822+6.110770=-0.352052\,t$.

For the bare Coulomb kernel $v(r,r)$ is infinite, so $\sum_{ip}(ip|ip)$ diverges; $E_x$ is finite, so (5) diverges as well. As it stands, formula (A) is then a difference of two infinite terms. It acquires a meaning with a regularized kernel, or with the bracket of (2) formed before the integral over $r'$. Formula (B) equals a difference of finite expectation values of $\hat W$ and needs no self term.

## 7. The random-phase approximation

On potentials modulo a constant, $\chi_\lambda(i\omega)$ is invertible: by (3), a null vector $u$ has $u_{0m}=0$ for all $m>0$, so $\hat u\Psi_\lambda\propto\Psi_\lambda$, which forces $\sum_pu(r_p)$, and hence $u$, to be constant wherever $\Psi_\lambda$ does not vanish. Define the kernel $f_{xc,\lambda}=\chi_s^{-1}-\chi_\lambda^{-1}-\lambda v$ on this space. Multiplying by $\chi_s$ from the left and $\chi_\lambda$ from the right gives the Dyson equation

$$\chi_\lambda=\chi_s+\chi_s(\lambda v+f_{xc,\lambda})\chi_\lambda ,$$

which is exact by the definition of $f_{xc,\lambda}$. The RPA sets $f_{xc,\lambda}=0$ and keeps the KS orbitals in $\chi_s$. It describes independent KS electrons that feel the applied potential and the Hartree field of the induced density, $\delta n=\chi_s(u+\lambda v\,\delta n)$, whence

$$\chi_\lambda^{\rm RPA}=(1-\lambda\chi_sv)^{-1}\chi_s .\tag{6}$$

This reading is tested by propagating the two KS orbitals of the chain in real time with the added potential $v\,[n(\tau)-n]$: at $\omega=1\,t$ the response of site 1 is $-0.175049/t$, equal to the value from (6) at $\lambda=1$.

### One occupied–empty pair

With one pair, $K=(ia|ia)>0$, and $\chi_sv$ acting on $\Phi$ gives $-\Phi SK$. Its single nonzero eigenvalue is $-x$ with $x=SK=4\Delta K/(\Delta^2+\omega^2)$. From (6), ${\rm Tr}[\chi_\lambda v]=-x/(1+\lambda x)$, so (B) needs

$$\int_0^1\Big[\frac{x}{1+\lambda x}-x\Big]d\lambda=\ln(1+x)-x .\tag{7}$$

Here $1+x=(\tilde\Omega^2+\omega^2)/(\Delta^2+\omega^2)$ with $\tilde\Omega^2=\Delta^2+4\Delta K$. The integral $I(\tilde\Omega)=\int_0^\infty\ln\frac{\tilde\Omega^2+\omega^2}{\Delta^2+\omega^2}d\omega$ vanishes at $\tilde\Omega=\Delta$ and has $dI/d\tilde\Omega=\int_0^\infty2\tilde\Omega\,d\omega/(\tilde\Omega^2+\omega^2)=\pi$, so $I=\pi(\tilde\Omega-\Delta)$. With (5) for the linear term,

$$E_c^{\rm RPA}=\tfrac12(\tilde\Omega-\Delta)-K .$$

This is the change in zero-point energy of one oscillator, less its first-order part. For $K\ll\Delta$, $\tilde\Omega=\Delta+2K-2K^2/\Delta+\dots$ and $E_c^{\rm RPA}\to-K^2/\Delta$. For $\Delta\to0$ it tends to the finite value $-K$, while the second-order term diverges.

### The general case

Positive definiteness allows $v=\Gamma\Gamma^T$ with invertible $\Gamma$. Define $M=-\Gamma^T\chi_s\Gamma$, symmetric and positive semidefinite, with eigenvalues $x_k(\omega)\ge0$, and $Y=\Gamma^T\chi_\lambda^{\rm RPA}\Gamma$. Sandwiching $\chi_\lambda=\chi_s+\lambda\chi_s\Gamma\Gamma^T\chi_\lambda$ between $\Gamma^T$ and $\Gamma$ gives $Y=-M-\lambda MY$, so $Y=-(1+\lambda M)^{-1}M$. The inverse exists for all $\lambda\ge0$ because $1+\lambda x_k\ge1$. By cyclicity ${\rm Tr}[\chi v]={\rm Tr}[\Gamma^T\chi\Gamma]$, and

$$-{\rm Tr}[(\chi^{\rm RPA}_\lambda-\chi_s)v]=\sum_k\Big[\frac{x_k}{1+\lambda x_k}-x_k\Big]=-\sum_k\frac{\lambda x_k^2}{1+\lambda x_k}.\tag{8}$$

The terms have one sign, so the integrals over $\lambda$ and $\omega$ may be interchanged, and (7) applies to each $k$. Since $\Gamma^T(\chi_sv)(\Gamma^T)^{-1}=-M$, the operator $\chi_sv$ has eigenvalues $-x_k$, so $\sum_k\ln(1+x_k)={\rm Tr}\ln(1-\chi_sv)$ and $-\sum_kx_k={\rm Tr}\,\chi_sv$. Therefore

$$E_c^{\rm RPA}=\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\big[\ln(1-\chi_s(i\omega)v)+\chi_s(i\omega)v\big].\tag{C}$$

The trace formula is the correlation part only; $E_{xc}^{\rm RPA}=E_x+E_c^{\rm RPA}$. The linear term in (C) removes the first-order piece (5), which together with the self term has already become $E_x$. For a kernel with attractive components that the pair densities $\Phi_{ia}$ reach, some $x_k$ can be negative. Then (6) is singular wherever $1+\lambda x_k=0$, and if this happens at some $\lambda<1$, the logarithm in (C) has a negative argument $1+x_k$ and the formula fails.

Also $\Gamma^T(\chi^{\rm RPA}_\lambda-\chi_s)\Gamma=\lambda M^2(1+\lambda M)^{-1}\ge0$, so every diagonal element of the RPA response is at most as negative as that of $\chi_s$. On site 1 at $\omega=1\,t$ the values are $-0.2360/t$ (KS), $-0.2065/t$ (exact) and $-0.1750/t$ (RPA): in this element the RPA screens about twice as much as the exact system does.

This part has derived the exact formulas (A) for $E_{xc}$ and (B) for $E_c$ and, in the random-phase approximation, the trace formula (C). What remains is the plasmon form of (C), its comparison with second-order Görling–Levy theory, and a calculation for the beryllium atom.
